Bessel-Function Screening by Metal-Induced Gap States at a Semiconductor Contact

**A single sheet of gap states**

A metal fills x < 0 and a semiconductor fills x > 0. Electron states of the metal continue into the semiconductor as decaying tails at energies inside its band gap. These metal-induced gap states are locally neutral when filled up to an energy E_CNL, the charge-neutrality level. Define

u(x) = E_F − E_CNL(x). (1)

In equilibrium the Fermi level E_F is the same everywhere, while E_CNL shifts with the electron potential energy −eφ, where e > 0. Hence u equals eφ plus a constant. Positive u means extra electrons and negative charge.

Suppose first that all gap states lie in one sheet at x = d, with N states per unit area and energy, and that no field exists beyond it. Then u has a constant value u∞ for x ≥ d, and the sheet carries the charge −eNu∞ per unit area. By Gauss's law, with permittivity ε, the field between metal and sheet is F = eNu∞/ε, directed towards the sheet. The potential therefore falls by Fd from x = 0 to x = d, and

u(0) − u∞ = eFd = e²Nd u∞/ε,

u(0)/u∞ = 1 + e²Nd/ε. (2)

The sheet reduces the deviation at the interface to a smaller deviation inside. In this special case all the charge responds to the same u. Real tails are spread out, and states near the metal experience a larger deviation than those further in.

**The screening equation**

Let the gap-state density per unit volume and energy be

D(x) = D0 exp(−x/δ). (3)

Here δ is the decay length of the density; a wave amplitude whose square decays in this way has decay length 2δ. The model averages over planes parallel to the interface and takes D0, δ and ε to be constant. For real gap states the decay length depends on energy and grows towards the band edges; in a two-band chain with a 1.12 eV gap it rises from 0.30 nm at midgap to 0.35 nm at 0.3 eV from midgap. A single δ is therefore an average. It also takes D to be independent of energy between E_CNL and E_F. For a density that varies with energy, using its value at E_CNL is the linear approximation for small u at zero temperature.

Assume that the gap states respond locally, so that their energies at each x shift with E_CNL(x). Filling the states from E_CNL to E_F then adds Du electrons per unit volume, so

ρ = −eDu. (4)

Temperature does not alter this law if the constant density extends far beyond E_F on both sides. Measure energy E from E_CNL, let f(E − u) be the Fermi function and let θ(−E) be the neutral filling. The added number divided by D is

J(u) = ∫ [f(E − u) − θ(−E)] dE.

Its derivative is dJ/du = ∫ (−df/dE) dE = 1, and J(0) = 0 because f(E) + f(−E) = 1. Thus J = u. Finite band edges add errors of order kT exp(−Δ/kT), where Δ is the distance from E_F to the nearer edge. Free carriers and ionized dopants are also neglected. For the carriers this requires Δ ≫ kT. Both can be left out only where their densities are far below D|u|, a condition that fails deep in the semiconductor, where D has decayed.

Poisson's equation is φ″ = −ρ/ε. Since u″ = eφ″, equation (4) gives

u″ = −eρ/ε = e²Du/ε = (u/λ²) exp(−x/δ), (5)

λ² = ε/(e²D0). (6)

The two negative signs cancel, so the deviation is screened and does not oscillate. The length λ is the screening length at the interface. It grows with depth as λ exp(x/2δ), because the responding states thin out.

**Reduction to Bessel's equation**

Set

a = δ/λ, z = 2a exp(−x/2δ). (7)

Then dz/dx = −z/(2δ), so d/dx = −(1/2δ) z d/dz. Applying this twice gives

u″ = (1/4δ²)(z d/dz)²u = (1/4δ²)(z²u_zz + z u_z).

On the right of (5), exp(−x/δ) = z²/(4a²), and a²λ² = δ². The right side is therefore z²u/(4δ²). Multiplication by 4δ² gives

z²u_zz + z u_z − z²u = 0, (8)

the modified Bessel equation of order zero.

A solution regular at z = 0 follows from u = Σ c_m (z/2)^(2m), with m = 0, 1, 2, and so on. The operator (z d/dz)² multiplies each term by 4m², while z² = 4(z/2)² raises the power by one step. Matching powers gives m²c_m = c_(m−1). With c_0 = 1,

I0(z) = Σ (z/2)^(2m)/(m!)². (9)

A second solution is

K0(z) = −[ln(z/2) + γ] I0(z) + Σ H_m (z/2)^(2m)/(m!)², (10)

where H_m = 1 + 1/2 + … + 1/m, H_0 = 0 and γ is Euler's constant. To verify it, write L = z d/dz. Since L ln z = 1, the logarithmic term contributes −2L I0 to (L² − z²)K0, whose coefficient at (z/2)^(2m) is −4m/(m!)². The last sum contributes

4m²H_m/(m!)² − 4H_(m−1)/((m−1)!)² = 4(H_m − H_(m−1))/((m−1)!)² = 4m/(m!)²,

because H_m − H_(m−1) = 1/m. The two contributions cancel. The constant γ fixes the conventional multiple of I0 contained in K0.

The general solution is u = A I0(z) + B K0(z). Deep inside, z → 0, so I0 → 1 and

K0 → −ln(z/2) − γ = x/(2δ) − ln a − γ. (11)

The K0 term thus describes a uniform field far from the interface. If the deep field vanishes, B = 0 and A = u∞:

u(x) = u∞ I0[(2δ/λ) exp(−x/2δ)], (12)

u(0)/u∞ = I0(2δ/λ). (13)

The deep deviation is not zero. The ratio (13) is finite for every finite δ/λ, so gap states with this exponential decay never screen the interface deviation completely.

**Charge and its position**

Differentiating (9) term by term gives I0′(z) = I1(z), where I1(z) = Σ (z/2)^(2m+1)/[m!(m+1)!]. With dz/dx = −1/λ at x = 0,

u′(0) = −(u∞/λ) I1(2a). (14)

The number n of added electrons per unit area is the integral of Du. By (5), Du = εu″/e², and u′ vanishes deep inside, so

n = (ε/e²)∫ u″ dx = −εu′(0)/e² = εu∞I1(2a)/(e²λ). (15)

The mean position x̄ of this charge follows from one integration by parts:

∫ x u″ dx = [x u′] − ∫ u′ dx = u(0) − u∞.

The boundary term vanishes at both ends, since u′ decays exponentially. Dividing by ∫ u″ dx = −u′(0) gives

x̄ = λ[I0(2a) − 1]/I1(2a). (16)

**Weak and strong screening**

For a ≪ 1 the series gives

I0(2a) = 1 + a² + a⁴/4 + … . (17)

The total density per area is N = ∫ D dx = D0δ, so a² = δ²e²D0/ε = e²Nδ/ε. The first two terms of (17) are therefore the sheet result (2) with d = δ. This agrees with (16), in which I0 − 1 ≈ a² and I1 ≈ a, hence x̄ ≈ λa = δ. All omitted terms in (17) are positive, so the sheet formula with this spacing underestimates the ratio. At fixed ε, the ratio (13) depends on N and δ through their product alone.

For a ≫ 1, use

I0(z) = (1/π)∫ exp(z cos θ) dθ, from θ = 0 to π. (18)

Expanding the exponential reproduces (9), since the average of cos^(2m)θ is (2m)!/[4^m(m!)²] and odd powers average to zero. At large z the integral comes from small θ, where cos θ ≈ 1 − θ²/2. The Gaussian integral over positive θ is √(π/2z), so

I0(2a) ≈ exp(2a)/√(4πa). (19)

The exponent is the number of local screening lengths in the layer: ∫ exp(−x/2δ) dx/λ = 2δ/λ = 2a.

Direct numerical solution of (5) supports both limits. At a = 0.1, the computed ratio minus one is 1.0025a². At a = 5, the ratio is 1.013 times expression (19), or 1.3% above that limiting value.

**From deviation to barrier height**

Let Φ_CNL = E_c − E_CNL be the distance from the neutrality level to the conduction band. Let Φ_M be the metal work function and χ the semiconductor electron affinity. If the metal is an ideal conductor and the contact has no other dipole, the conduction band at x = 0 lies Φ_M − χ above E_F. Then

u(0) = Φ_CNL − (Φ_M − χ).

Beyond the gap-state layer the electron barrier is

Φ_B = Φ_CNL − u∞ = Φ_CNL − S[Φ_CNL − (Φ_M − χ)],

S = dΦ_B/dΦ_M = 1/I0(2a). (20)

The derivative holds the semiconductor, D0 and δ fixed. If u(0) is negative, the conduction band is highest at x = 0, and Φ_B is the barrier to transport only to the extent that electrons tunnel easily through the thin spike there. S = 1 means no screening, and S → 0 means that the barrier is pinned at Φ_CNL. Equation (13) needs only the value u(0); equation (20) also needs the stated alignment at x = 0.

**Numerical example**

Take round parameters in the rough regime of a metal on n-type silicon: N = 3.00×10¹⁴ eV⁻¹cm⁻², δ = 0.30 nm, relative permittivity 11.7 and Φ_CNL = 0.72 eV. Let u(0) = 0.30 eV. Then D0 = N/δ = 1.00×10²² eV⁻¹cm⁻³. With energies in eV, one factor e in (6) is absorbed into the energy unit:

λ² = 11.7 × 8.854×10⁻¹⁴ F/cm / (1.602×10⁻¹⁹ C × 10²² V⁻¹cm⁻³) = 6.47×10⁻¹⁶ cm².

Thus λ = 0.254 nm, a = 0.30/0.2543 = 1.180 and

u(0)/u∞ = I0(2.360) = 2.96, u∞ = 0.300/2.958 = 0.101 eV = 101 meV.

A finite-volume solution of Poisson's equation gives the same ratio, 2.9581, and differs from profile (12) by at most 6.8×10⁻⁸ eV on its grid. This agreement tests the mathematics, not the material parameters. The sheet estimate 1 + a² is 2.39, or 19% below the Bessel ratio.

The deviation falls to 0.160 eV at 0.3 nm, 0.121 eV at 0.6 nm and 0.107 eV at 1.0 nm. The layer holds n = 5.7×10¹³ electrons/cm², centred at x̄ = 0.22 nm. This is nearer the metal than δ because u weights the states close to the interface.

Without gap-state screening the barrier would be 0.72 − 0.30 = 0.42 eV. With it, Φ_B = 0.72 − 0.101 = 0.62 eV and S = 1/2.958 = 0.34. At the interface E_F lies 0.42 eV below the conduction band, about 16kT at 300 K, so neglecting free electrons there is consistent.

For this ideal metal and uniform permittivity, the interface field is 8.8 MV/cm, far above the rough bulk breakdown field of silicon, 0.3 MV/cm. However, the whole drop across the layer is 0.30 − 0.10 = 0.20 eV, less than silicon's gap of roughly 1.1 eV. A carrier crossing this drop gains too little energy from it to create an electron-hole pair, so the bulk breakdown criterion does not apply directly.

**Potential drop in the metal**

The interface field also penetrates a short way into a real metal. Continue u into x < 0 as eφ plus the same constant, and let it approach U deep in the metal. For linear screening with length λ_m,

u″ = (u − U)/λ_m², u = U − [U − u(0)] exp(x/λ_m), x < 0.

The slope at x = 0 from the metal side is −[U − u(0)]/λ_m. Continuity of displacement, with relative permittivities ε_m and ε_s, requires

ε_m[U − u(0)]/λ_m = ε_s u∞ I1(2a)/λ.

Substituting u(0) = u∞I0(2a) yields

U/u∞ = I0(2a) + [ε_sλ_m/(ε_mλ)] I1(2a). (21)

Now U, not u(0), equals Φ_CNL − (Φ_M − χ), and S is the inverse of (21). The interface-to-deep ratio (13) is unchanged, but the total factor (21) depends on N and δ separately, not only on their product.

For rough values λ_m = 0.05 nm and ε_m = 1, the bracket is 11.7×0.05/0.2543 = 2.30. The series for I1 gives I1(2a) = 2.215. The total factor is 2.958 + 2.300×2.215 = 8.05, as the numerical Poisson solution confirms (8.0539 against 8.0542 from the formula). Hence S = 0.12. If U is held at 0.30 eV, u(0) is only 0.110 eV and the barrier is 0.68 eV. In this example the metal drop is larger than the drop in the gap-state layer.

**Short-range permittivity and energy dependence**

Bulk permittivity is doubtful over a few tenths of a nanometre. For a position-dependent ε, Poisson's equation becomes (εu′)′ = e²Du. As a trial, let the relative permittivity rise from 1 at the interface as 11.7 − 10.7 exp(−x/0.10 nm). The numerical ratio becomes 4.82, which is 63% above the uniform-permittivity value, and S for an ideal metal falls to 0.21. Less dielectric screening means a larger field per unit charge, hence a larger rise of u towards the metal relative to u∞. With u(0) held at 0.30 eV the charge falls to 3.9×10¹³ electrons/cm², while the field at the interface rises to about 70 MV/cm. Including the metal drop as well gives S = 0.10.

If the density varies as D0(1 + sE) exp(−x/δ), with E measured from E_CNL, the zero-temperature charge contains u + su²/2 in place of u. With u(0) held at 0.30 eV, s = +1 eV⁻¹ gives u∞ = 0.095 eV and s = −1 eV⁻¹ gives 0.109 eV. These are changes of −6% and +7% relative to the constant-density result. Temperature adds s∫E(f − θ)dE − su²/2. Integration by parts turns the integral into ½∫E²(−df/dE)dE = ½(u² + π²k²T²/3), so the added term is sπ²k²T²/6. At 300 K and s = 1 eV⁻¹ it is 1.1 meV.

**Depletion, image force and tunnelling**

Doping leaves a weak field beyond the gap-state layer. Let the deep slope be g = du/dx. By (11), g = B/(2δ), so B = 2δg. Holding u(0) fixed gives A = [u(0) − B K0(2a)]/I0(2a). Extrapolating the deep straight line to x = 0 gives A − B(ln a + γ). Relative to u∞ = u(0)/I0(2a), the intercept shifts by

Δu = −B[K0(2a)/I0(2a) + ln a + γ]. (22)

For n-type depletion, E_c falls into the semiconductor, so u rises and g > 0. Take N_d = 10¹⁶ donors/cm³ at 300 K and an effective conduction-band density N_c = 2.8×10¹⁹ cm⁻³. Deep in the semiconductor E_F lies kT ln(N_c/N_d) = 0.21 eV below the conduction band, so the bands bend by 0.62 − 0.21 = 0.41 eV. The electron tail at the inner edge of the depletion layer reduces the effective bending by kT, to V_b = 0.39 eV. The depletion approximation then gives a field √(2N_dV_b/ε) = 0.035 MV/cm, or g = 0.0035 eV/nm, and a width √[2εV_b/(e²N_d)] = 224 nm. Then B = 2×0.30×0.00346 eV = 2.1 meV and Δu = −1.6 meV. Backward numerical integration gives the same shift. The constant u∞ is thus, to within 1.6 meV, the intercept of a slowly sloping line, which is meaningful for δ ≪ x ≪ 224 nm.

Let F = g/e now denote the magnitude of the depletion field. Image attraction gives the electron energy −e²/(16πεx) − eFx relative to the barrier intercept. Its maximum lies at x_m = √[e/(16πεF)], where both terms are equal. The lowering is 2eFx_m = e√[eF/(4πε)] = 21 meV, so x_m ≈ 20.6/(2×3.46) = 3.0 nm, about ten decay lengths δ from the metal. There D|u| is still about five times N_d, but the gap charge left beyond x_m, of order D|u|δ per unit area, is under 1% of the depletion charge N_dW, so it hardly changes the field used here.

For tunnelling through the parabolic depletion barrier, let y be the distance from its inner edge, N_d the donor density and m the effective mass. The barrier is V = e²N_d y²/(2ε), with height V_b at y = W. The WKB exponent at its foot is

(2/ħ)∫√(2mV) dy = (eW²/ħ)√(mN_d/ε) = V_b/E00,

E00 = (eħ/2)√[N_d/(mε)],

where W² = 2εV_b/(e²N_d) was used. For the light transverse mass, 0.19 electron masses, E00 = 1.2 meV. This is far below kT = 26 meV, so tunnelling does not dominate transport over this barrier. It is not negligible, however, because the barrier is thin just below its top: a one-dimensional WKB estimate with this mass and the image-rounded barrier assigns roughly 15% of the current to tunnelling.

**Comparison with silicon contacts**

The chosen sheet density and decay length have the order of magnitude expected for silicon. The slope S observed across many metals on silicon is also small, roughly 0.1 to 0.3 depending on the metals and data chosen. The ideal-metal result 0.34 lies slightly above this range, while the estimates with metal screening, 0.12 and 0.10, lie near its lower end. This is not a confirmation of the model, since N, λ_m and the short-range permittivity are uncertain and affect the result. For example, raising N to 4.5×10¹⁴ eV⁻¹cm⁻² at the same δ and uniform permittivity lowers S from 0.34 to 0.22 for an ideal metal, and from 0.12 to 0.07 with the metal drop. Real contacts can also have other interface dipoles, which depend on the atomic structure. Epitaxial nickel disilicide on silicon is an example: two orientations of the same silicide have barriers that differ by roughly 0.1 eV. That is as large as u∞ in the example, and equation (20) cannot produce it with the same parameters for both orientations. The digits quoted here describe the model; the continuum treatment cannot justify that precision for a real contact.

Computed results

```
Sheet gap-state density: 3.00e+14 1/(eV cm2)
Density decay length delta: 0.30 nm
Relative permittivity: 11.7
Volume density D0: 1.00e+22 1/(eV cm3)
Screening length lambda: 0.2543 nm
a = delta/lambda: 1.1798; Bessel argument 2a: 2.3596
Interface/deep ratio, formula: 2.9581
Interface/deep ratio, Poisson solver: 2.9581
Largest profile difference: 6.8e-08 eV
Interface deviation: 0.300 eV
Deep deviation: 0.1014 eV = 101.4 meV
u at x = 0.0 nm: 0.3000 eV
u at x = 0.3 nm: 0.1604 eV
u at x = 0.6 nm: 0.1214 eV
u at x = 1.0 nm: 0.1065 eV
u at x = 2.0 nm: 0.1016 eV
Interface field magnitude: 8.83 MV/cm
Gap-state electron sheet density: 5.712e+13 1/cm2
Gap-charge centroid: 0.2248 nm
Sheet-dipole ratio 1+a^2: 2.3919
Ideal-metal slope S: 0.3381
Neutrality level below conduction band: 0.72 eV
Unscreened barrier: 0.420 eV
Screened barrier, ideal metal: 0.6186 eV
Weak test a=0.1: (ratio-1)/a^2 = 1.0025
Strong test a=5.0: ratio/limit = 1.0132
Metal: screening length 0.05 nm, eps 1.0
Total/deep factor with metal drop: 8.0542
Same factor, Poisson solver: 8.0539
Slope S with metal drop: 0.1242
Interface u for total mismatch 0.30 eV: 0.1102 eV
Barrier with metal drop: 0.6828 eV
Permittivity recovery length from 1: 0.10 nm
Interface/deep ratio, graded permittivity: 4.8211
Slope S, graded permittivity, ideal metal: 0.2074
Slope S, graded permittivity and metal drop: 0.0958
Trial slope of D with energy: +/-1.0 1/eV
Deep u, D rising with energy: 0.0954 eV
Deep u, D falling with energy: 0.1086 eV
Thermal charge offset divided by D: 1.10 meV
Temperature: 300 K; kT: 25.85 meV
Doping: 1.0e+16 1/cm3; Nc: 2.8e+19 1/cm3
Built-in potential: 0.4134 V
Depletion width: 223.9 nm
Depletion field: 0.0346 MV/cm
Deep-intercept shift, formula: -1.594 meV
Deep-intercept shift, integration: -1.594 meV
Image-force lowering: 20.6 meV
Tunnelling energy E00, mass 0.19: 1.245 meV
```
